Why Dyson inversion amplifies Monte Carlo noise, and F/G less so

A quantum Monte Carlo run for an impurity can deliver a good Green's function and a useless self-energy. In the run described below, the Green's function at the frequency ω = 20.73 E has a statistical error of 4 percent of its modulus. The self-energy obtained from it by Dyson's equation is 0.58 − 0.05i, in units of E, where the correct value is 1.33 − 0.10i. The statistical error of this self-energy is 0.85 E, about 64 percent of the modulus of the correct value. Another estimate from the same configurations gives 1.30 − 0.10i, with an error of 0.05 E. The difference lies in how the two formulas pass on noise.

The model

One impurity orbital with spin σ is coupled to a few bath levels:

H = ε Σ_σ n_σ + U n_↑ n_↓ + Σ_lσ [ε_l b†_lσ b_lσ + V_l (c†_σ b_lσ + b†_lσ c_σ)].

Energies are measured from the chemical potential, the V_l are real, and E is the model's energy unit. We treat spin up and write c for c_↑, n for the occupation n_↓ of the other spin, and n̄ for its mean. With imaginary time τ between 0 and β, the inverse temperature, define

G(τ) = −⟨T c(τ) c†(0)⟩,
F(τ) = −U ⟨T n(τ) c(τ) c†(0)⟩.

Their transforms are G(iω) = ∫₀^β dτ exp(iωτ) G(τ), and likewise for F, at the fermionic frequencies, where exp(iωβ) = −1. The self-energy Σ is defined by Dyson's equation,

Σ = 1/G₀ − 1/G,  1/G₀ = iω − ε − Δ,  Δ(iω) = Σ_l V_l²/(iω − ε_l).

G₀ is the Green's function at U = 0. It is an input to the simulation and carries no noise.

What Dyson's equation does to an error

Let the simulation return G + δG. The self-energy computed from it is wrong by

δΣ = 1/G − 1/(G + δG) = δG/[G(G + δG)].

If δG is small compared with G, this becomes

δΣ = δG/G².

By the error of a complex quantity, written err, we mean the root-mean-square modulus of its deviation. Then

err Σ = err G/|G|²  (Dyson).

At large ω the term iω dominates 1/G = iω − ε − Δ − Σ, because Δ vanishes and Σ stays finite. Hence G → 1/(iω), and the error of Σ is ω² times the error of G.

The cause is a cancellation. Dyson's equation subtracts two numbers of size ω to obtain one of order U. One can also ask where G stores the interaction. Multiplying Σ = 1/G₀ − 1/G by G₀ and by G gives

G − G₀ = G₀ Σ G → −Σ/ω².

The interaction changes G by an amount that falls as 1/ω². If the noise does not fall as well, it eventually covers this change.

That "if" matters. The factor ω² is an amplification, and the absolute error of Σ grows as ω² when err G is independent of frequency. Suppose instead that a method samples a quantity X in G = G₀ + G₀ X G₀, with bounded noise in X. Then δG = G₀² δX, and δΣ = (G₀/G)² δX → δX. The amplification is still there, but the noise of G falls as 1/ω² and compensates it. Whether Dyson inversion does harm therefore depends on the estimator of G.

A second route to the same self-energy

The function F contains the interaction explicitly. Its relation to G follows from the equation of motion ∂c/∂τ = [H, c]. The commutators needed are [c†c, c] = −c, [c†b_l, c] = −b_l and [b†_l c, c] = 0, so

∂c/∂τ = −ε c − U n c − Σ_l V_l b_l.

Define G_l(τ) = −⟨T b_l(τ) c†(0)⟩. For 0 < τ < β,

∂G/∂τ = −ε G − F − Σ_l V_l G_l.

Now transform both sides. Integration by parts on the left gives

∫₀^β dτ exp(iωτ) ∂G/∂τ = −G(β⁻) − G(0⁺) − iω G(iω).

Here G(0⁺) = −⟨c c†⟩ and, by the cyclic property of the trace, G(β⁻) = −⟨c† c⟩. The boundary terms add up to ⟨c c† + c† c⟩ = 1. Therefore

(iω − ε) G = 1 + F + Σ_l V_l G_l.

The bath operator obeys ∂b_l/∂τ = −ε_l b_l − V_l c. Its boundary term is ⟨b_l c† + c† b_l⟩ = 0, so (iω − ε_l) G_l = V_l G. Inserting this produces Δ:

(iω − ε − Δ) G = 1 + F.

Division by G gives 1/G₀ − 1/G = F/G, that is,

Σ = F/G.

This is an identity between exact averages. A finite sample of F and G does not satisfy the equation of motion; if it did, the two estimates of Σ would coincide. The measured F thus brings information that the measured G lacks.

What the ratio does to an error

Let the simulation return F + δF and G + δG. Then

δΣ = (F + δF)/(G + δG) − F/G
 = (G δF − F δG)/[G(G + δG)]
 = (δF − Σ δG)/(G + δG),

where the last line uses F = ΣG. With the abbreviation r = δF − Σ δG, and for δG small compared with G,

err Σ = err r/|G|  (ratio).

One power of 1/G has gone. If err r does not depend on frequency, the error grows as ω instead of ω².

The reason is visible in F at large ω. Integration by parts, now applied to the transform of F itself, gives the leading term

F(iω) → [−F(β⁻) − F(0⁺)]/(iω) = U⟨n (c c† + c† c)⟩/(iω) = U n̄/(iω).

The self-energy enters F at order 1/ω, whereas it enters G at order 1/ω². The ratio also shows that Σ → U n̄, the mean-field shift. No large numbers are subtracted, but a small number is still divided by a small number, and this leaves the factor ω.

Where the noise comes from

It remains to find how err G and err r depend on frequency. We do this for Monte Carlo sampling of the expansion in the hybridization.

In the path integral the bath variables appear quadratically. For one level and one frequency the action contains

b̄(ε_l − iω)b + V_l(c̄b + b̄c).

Shifting b by −V_l c/(ε_l − iω), and b̄ correspondingly, removes the linear terms and leaves c̄c V_l²/(iω − ε_l). The sum over levels gives, for each spin,

S_hyb = ∫∫ dτ dτ′ c̄(τ) Δ(τ − τ′) c(τ′).

Expand exp(−S_hyb). The term of order k has k creation times s_i and k annihilation times e_j:

[(−1)^k/k!] ∫ Π_i c̄(s_i) Δ(s_i − e_i) c(e_i).

Relabelling the e_j by a permutation changes the product of the fermion variables by the sign of that permutation. Averaging over all k! relabellings turns the product of Δ's into det D/k!, with D_ij = Δ(s_i − e_j). The two factors 1/k! disappear when each set of times is counted once. The sign (−1)^k is absorbed by writing each pair as c c̄. A configuration, meaning the times for both spins, then has as its weight the two determinants times the average of these operators in the isolated impurity.

The weights are not negative. To see this, rotate the bath of each spin into an open chain with the impurity at its end, which leaves Δ unchanged. Choose the signs of the orbitals so that all hopping amplitudes are negative. Hops between neighbours in an open chain produce no exchange signs, so every term of the expansion in the hopping is non-negative. The weight of a configuration is a sum of such terms, up to the positive bath partition function.

To extract G, vary ln Z with respect to Δ, treated as a function of two times. The action gives

δ ln Z/δΔ(s, e) = −⟨c̄(s) c(e)⟩ = ⟨c(e) c̄(s)⟩ = −G(e − s).

In the expansion, Δ enters through the determinant, and ∂ ln det D/∂D_ij = M_ji with M = D⁻¹. Comparing the two,

G(e − s) = −⟨Σ_ij M_ji δ(s − s_i) δ(e − e_j)⟩.

Multiply by exp[iω(e − s)] and integrate over both times. The integrand on the left is periodic in e − s, so the left side is β G(iω), and

G(iω) = −(1/β) ⟨Σ_ij M_ji exp[iω(e_j − s_i)]⟩.

For F, the operator U n must be inserted at the annihilation time. The interaction involves only occupations, so the other spin has a definite occupation n(e_j), 0 or 1, at that time in each configuration. Hence

F(iω) = −(U/β) ⟨Σ_ij n(e_j) M_ji exp[iω(e_j − s_i)]⟩.

Both quantities come from the same sum at almost the same cost.

Why this noise is flat

Let g be the contribution of one configuration to G. Its squared modulus is a double sum over pairs:

|g|² = (1/β²) Σ_ij Σ_kl M_ji M_lk exp[iω(e_j − s_i − e_l + s_k)].

When the two pairs are the same, the phase is zero. In every other term the phase contains at least two different times, over which the average integrates. At large ω the oscillation suppresses these terms. The squared mean |G|² also vanishes, as 1/ω². If the mean of Σ_ij M_ji² is finite, what remains is

variance of g → (1/β²) ⟨Σ_ij M_ji²⟩,

which does not contain ω. The mean falls as 1/ω because phases cancel between configurations, but each configuration contributes terms of unit phase modulus at any frequency.

The corresponding contribution to F − ΣG has the weight U n(e_j) − Σ in place of 1. Since Σ → U n̄, its variance tends to

(U²/β²) ⟨Σ_ij M_ji² [n(e_j) − n̄]²⟩.

This is flat too. Because n(e_j) is 0 or 1, the bracket is at most the square of the larger of n̄ and 1 − n̄. For independent configurations at large ω, therefore,

err r ≤ U max(n̄, 1 − n̄) err G.

Successive configurations of a Markov chain are correlated. This does not spoil the flatness if the moves insert and remove times without shifting the others. A pair present in two configurations has the same phase in both and contributes a term independent of ω, while different pairs dephase as before. Correlation can, however, change err G and err r by different factors, so the bound was derived for independent configurations alone.

The solved example

Take U = 3 E, ε = −1 E and β = 5/E, with bath levels at −0.3 E and 0.5 E, each coupled by V = 0.8 E. This finite model has 64 states. Numerical diagonalization gives its exact G, F and Σ, and the occupation n̄ = 0.4465.

The noisy data come from a Metropolis simulation of the hybridization expansion. Its moves insert or remove two neighbouring times at which the occupation of one spin flips. There are 1000 independent walkers, each measured 140 times for each spin after equilibration, and the two spins are averaged. Each flip carries one factor V. If the couplings of one spin are scaled by λ, the mean number of flips of that spin is therefore ∂ ln Z/∂ ln λ at λ = 1, which equals −β times the thermal average of its hybridization term in H. The diagonalization gives 4.864 and the simulation 4.855; the cap imposed on this number lies well above the mean.

Errors are found by the jackknife method: Σ is recomputed with each walker left out in turn, and the spread of the results gives the error of the full average. Since the walkers are independent, correlations within a walker need no separate treatment. In the table, ω and both errors of Σ are in E, |G| and err G are in 1/E, and err r is a pure number.

ω      |G|     err G    err r    Dyson   F/G
0.63   0.443   0.0012   0.0023   0.006   0.005
3.14   0.256   0.0018   0.0024   0.028   0.009
8.17   0.117   0.0020   0.0023   0.148   0.020
13.19  0.074   0.0020   0.0023   0.371   0.032
20.73  0.048   0.0020   0.0023   0.853   0.047

The noise of G rises at low frequency and is then flat, while |G| keeps falling. At the last frequency the two laws give, with one more digit,

Dyson: 0.00196/0.0478² = 0.86 E,
ratio: 0.00225/0.0478 = 0.047 E.

The jackknife values are 0.85 E and 0.047 E. The small difference in the first arises because the jackknife uses the sampled G, which differs from the exact one by its own noise.

The imprint of the interaction on G can be compared with the noise directly. With |Σ| = 1.34 E, it is about 1.34/20.73² = 0.0031/E, while the noise is 0.0020/E. The noise is thus some 64 percent of the signal, and this is the error of the Dyson result relative to the exact |Σ|. In F the signal has modulus |Σ||G| = 0.064, and the relevant noise is 0.00225, or 3.5 percent.

Power laws fitted to the errors between ω = 8.17 E and 20.73 E give the exponents 1.92 for Dyson inversion and 0.95 for the ratio. Values slightly below 2 and 1 are expected, because 1/|G| has not quite reached ω. It exceeds ω by 0.40 E at the lower end. At the upper end 1/G = iω − ε − Δ − Σ = −0.33 + 20.90i, in units of E, and the excess is 0.17 E. Over this range ω grows by the factor 2.54 and 1/|G| by 2.44, which corresponds to an effective power ln 2.44/ln 2.54 = 0.96 for one factor 1/|G| and 1.92 for two. The fitted exponents are themselves noisy, by about 0.06 for Dyson inversion and 0.03 for the ratio, so their close agreement with these values is partly chance.

The size of the noise

At the highest frequency the variance of G per configuration is 0.1812/E², and the average of the squared weights M_ji² predicts 0.1805/E². For F − ΣG the variance is 0.401 and the prediction 0.397. From the predictions, the ratio of the two noise amplitudes for independent configurations is

√(0.397/0.181) = 1.48 E,

below the bound 3 × (1 − 0.4465) = 1.66 E.

The errors of the final averages have a smaller ratio, 0.00225/0.00196 = 1.15 E. Correlations account for the difference. If all 280,000 contributions were independent, err G would be √(0.181/280000) = 0.0008/E, while the actual error is 2.4 times as large. For F − ΣG the same estimate is 0.0012, and the actual error is 1.9 times as large. The measurements of F − ΣG are thus less correlated than those of G. A plausible cause is that n(e_j) − n̄ changes sign whenever the other spin changes its occupation at e_j, even if the pair itself survives; this is a conjecture.

The errors of F and G must be kept together. Expanding the square in err r gives

(err r)² = (err F)² + |Σ|² (err G)² − 2 Re⟨δF Σ* δG*⟩.

At large ω, for independent configurations, the average ⟨δF δG*⟩ is proportional to U⟨Σ_ij M_ji² n(e_j)⟩, which is positive, and Σ → U n̄ is positive as well. The last term therefore lowers the error. Leaving it out would give an error of 0.089 E at the highest frequency in place of 0.047 E. An error bar for F/G should be computed from the ratio itself, as the jackknife does.

How much is gained, and where it ends

Dividing the two laws gives the gain of the ratio over Dyson inversion:

gain = err G/(|G| err r).

At large ω this grows in proportion to ω. At ω = 20.73 E it is 18. Statistical errors fall as the inverse square root of the number of configurations, so Dyson inversion would need about 18.2² ≈ 330 times as many to match the ratio there. At the lowest frequency, 0.63 E, the gain is 1.2. Nothing in the formula keeps it above one at low frequency: where |G| err r exceeds err G, Dyson inversion is the better choice.

The ratio does not abolish the growth of the error. With the flat noise found here, the Dyson error reaches the size of Σ itself near

ω = √(1.34/0.00196) ≈ 26 E.

The error of the ratio reaches a tenth of Σ near ω = 0.134/0.00225 ≈ 60 E. At that frequency the error of G is already about 12 percent of G. Further up, δG is no longer small compared with G, the denominator G + δG can come close to zero, and both linear laws fail. The limit Σ → U n̄ is the better source well before that, since n̄ is an average at equal times and involves no division by G. In this model the exact Σ differs from U n̄ by 8 percent at ω = 20.73 E, by 5 percent near 31 E and by 3 percent at 60 E, while the error of the ratio grows from 3.5 to 5 to 10 percent. Above about 31 E the limit is closer to Σ than the error bar of the ratio. The next term of the expansion at large ω, U² n̄(1 − n̄)/(iω), quoted here without derivation, also needs only n̄. With it the deviation from the exact Σ is 0.4 percent at 20.73 E, and it falls below the error bar of the ratio already above about 11 E.

Two assumptions set the range of these results. The hybridization must be known without noise. A mismatch between the Δ in Dyson's equation and the Δ used in the simulation enters the Dyson result directly, while an error in the Δ given to both changes the model and shifts the two estimates of Σ alike. The interaction must also depend on occupations alone, for otherwise n(e_j) has no definite value in a configuration. The equation of motion still defines a suitable F in that case, but its measurement requires more than a factor 0 or 1.
